# How a one percent lattice-constant error changes Slack's thermal conductivity

## Problem

Slack's formula estimates the lattice thermal conductivity of a crystal as

$$
\kappa=A\,\frac{M\,\Theta^3\,\delta}{\gamma^2\,n^{2/3}\,T}.
$$

Here $M$ is the mean atomic mass, $\Theta$ the Debye temperature counted for all atoms (cut-off wavevector $(6\pi^2)^{1/3}/\delta$; the acoustic branches alone have the lower value $\Theta n^{-1/3}$), $\delta$ the cube root of the volume per atom, $n$ the number of atoms in the primitive cell and $T$ the temperature. The Grüneisen parameter $\gamma=-d\ln\Theta/d\ln V$ measures how the vibrations soften when the volume $V$ grows. The prefactor $A$ is first taken as constant.

An electronic-structure method gives a lattice constant $a$ that is 1 percent too large, and the phonons are computed at that lattice constant.

1. By what percentage does $\kappa$ change, for typical values of $\gamma$?
2. Check the estimate on a crystal whose vibrations can be calculated at any lattice constant.
3. Under what condition may the error of $a$ be translated into an error of $\kappa$ at all?

## Solution

### Where the powers come from

The powers of $\Theta$ and $\gamma$ control the answer, so it is worth seeing them arise in the simplest case. Take one atom per cell and three acoustic branches with the same speed $v$, so that $\omega=vq$ up to the Debye wavevector $q_D=(6\pi^2)^{1/3}/\delta$. Let $\omega_D=vq_D$ and $k\Theta=\hbar\omega_D$. At high temperature each mode has heat capacity $k$. For scattering of phonons by one another, assume the rate

$$
\frac1\tau=p\,\frac{\gamma^2kT\,\omega^2}{Mv^2\omega_D},
$$

with $p$ a pure number. This form is a model assumption: the factor $\gamma^2$ stands for the squared anharmonic coupling, and the factor $T$ for the classical phonon population.

The conductivity is the sum over modes of $k v_x^2\tau$ per unit volume. The angular average of $v_x^2$ is $v^2/3$, and the three branches cancel the factor $1/3$:

$$
\kappa=kv^2\int_0^{q_D}\frac{4\pi q^2\,dq}{(2\pi)^3}\,\tau .
$$

With $\omega=vq$, the lifetime is $\tau=M\omega_D/(p\gamma^2kTq^2)$. Its factor $1/q^2$ cancels the $q^2$ of the volume element, and the integral is elementary:

$$
\kappa=\frac{v^2M\omega_D}{p\gamma^2T}\,\frac{q_D}{2\pi^2}
=\frac{M\omega_D^3}{2\pi^2p\,\gamma^2T\,q_D}
=\frac{3}{p\,(6\pi^2)^{4/3}}\,\frac{M\omega_D^3\,\delta}{\gamma^2T}.
$$

The second form uses $v=\omega_D/q_D$, the third inserts $q_D$. This is Slack's dependence for $n=1$. Its regime is that of the assumptions: heat carried by acoustic phonons, classical populations, and resistance from phonon–phonon scattering. At low temperature, or when boundaries or defects limit the phonon paths, the sensitivity found below does not apply.

### The sensitivity to the lattice constant

Now strain the crystal isotropically, keeping $T$, $M$, $n$ and the energy surface fixed. "The same energy surface" means that one and the same method supplies the forces at both lattice constants. Since $V\propto a^3$, we have $d\ln V=3\,d\ln a$, and therefore

$$
\frac{d\ln\Theta}{d\ln a}=3\,\frac{d\ln\Theta}{d\ln V}=-3\gamma,
\qquad
\frac{d\ln\delta}{d\ln a}=1 .
$$

The Grüneisen parameter changes with volume too. Define $q=d\ln\gamma/d\ln V$ (from here on $q$ has this meaning, and wavevectors are written $\mathbf k$), so that $d\ln\gamma/d\ln a=3q$. Taking the logarithm of Slack's formula and differentiating gives

$$
S\equiv\frac{d\ln\kappa}{d\ln a}
=3(-3\gamma)-2(3q)+1
=1-9\gamma-6q .
$$

The three terms come from $\delta$, from $\Theta^3$ and from $1/\gamma^2$. For $\gamma>0$ an expanded crystal has softer vibrations and, for $q>0$, stronger anharmonicity; both lower $\kappa$. The factor $\delta$ acts the other way, but weakly.

If $S$ is treated as constant over the small interval, integration gives a power law for a fractional error $\varepsilon$:

$$
\frac{\kappa(a(1+\varepsilon))}{\kappa(a)}\approx(1+\varepsilon)^S .
$$

For $\gamma=2$ and $q=1$, $S=1-18-6=-23$, and $1.01^{-23}-1=-20.5\,\%$. The table gives this estimate for several values of $\gamma$, all with $q=1$.

| $\gamma$ | $S$ | $a$ too large by 1 % | $a$ too small by 1 % |
|---:|---:|---:|---:|
| 1.0 | −14.0 | −13.0 % | +15.1 % |
| 1.5 | −18.5 | −16.8 % | +20.4 % |
| 2.0 | −23.0 | −20.5 % | +26.0 % |
| 2.5 | −27.5 | −23.9 % | +31.8 % |

The percentages are relative to $\kappa$ at the correct lattice constant. This answers the first question, for $q=1$ and for an error that acts as a strain of one energy surface: over this range of $\gamma$, a lattice constant 1 percent too large lowers the estimate of $\kappa$ by 13 to 24 percent. The two columns are not mirror images, because a factor and its inverse differ from 1 by different amounts.

### A crystal on which to check it

Take an fcc crystal with bonds between nearest neighbours, each with the Morse energy

$$
\varphi(r)=D\left[e^{-2y}-2e^{-y}\right],\qquad y=\alpha(r-r_0).
$$

The parameters are round model values: $r_0=5$ bohr, $\alpha=1$ bohr$^{-1}$, $D=0.01$ hartree and an atomic mass of 50000 electron masses. They represent no particular material. The lattice constant is $a=\sqrt2\,r$, or 7.071 bohr at the minimum.

**Debye temperature.** For a bond along the unit vector $\mathbf b$, the second derivatives of the energy form the matrix

$$
K=\varphi''\,\mathbf b\mathbf b^{T}+\frac{\varphi'}{r}\left(1-\mathbf b\mathbf b^{T}\right),
$$

since stretching costs $\varphi''$ and each of the two sideways displacements costs $\varphi'/r$. The squared frequencies at wavevector $\mathbf k$ are the eigenvalues of $M^{-1}\sum_{\mathbf b}K\,[1-\cos(r\,\mathbf k\cdot\mathbf b)]$, summed over the 12 neighbours. The cosines average to zero over the Brillouin zone. Each bond has trace $\varphi''+2\varphi'/r$, and there are three modes per wavevector, so

$$
\langle\omega^2\rangle=\frac{12}{3M}\left(\varphi''+\frac{2\varphi'}{r}\right)=\frac4M\,G(r),
\qquad G=\varphi''+\frac{2\varphi'}{r}.
$$

A Debye spectrum has $\langle\omega^2\rangle=\int_0^{\omega_D}3\omega^4d\omega/\omega_D^3=\tfrac35\omega_D^2$. Matching the two defines $k\Theta=\hbar\,(5\langle\omega^2\rangle/3)^{1/2}$. At the minimum $\varphi'=0$ and $\varphi''=2D\alpha^2=0.02$ in atomic units. Hence $\langle\omega^2\rangle=4(0.02)/50000=1.6\times10^{-6}$ and $k\Theta=0.001633$ hartree, or 516 K.

**Grüneisen parameter.** Because $\Theta\propto G^{1/2}$ and $V\propto r^3$,

$$
\gamma=-\frac16\,g,\qquad g=\frac{d\ln G}{d\ln r}=\frac{rG'}{G}.
$$

Let $s=\alpha r_0$. Differentiating the Morse energy at $r_0$, and measuring in units of $2D\alpha^2$, gives

$$
\varphi'=0,\quad \varphi''=1,\quad r\varphi'''=-3s,\quad r^2\varphi''''=7s^2 .
$$

Thus $G=1$, and

$$
rG'=r\varphi'''+2\varphi''-\frac{2\varphi'}{r}=2-3s,
\qquad \gamma=\frac{3s-2}{6}.
$$

**Its volume dependence.** One more derivative is needed:

$$
r^2G''=r^2\varphi''''+2r\varphi'''-4\varphi''+\frac{4\varphi'}{r}=7s^2-6s-4 .
$$

The product and quotient rules give $rg'=rG'/G+r^2G''/G-g^2$, so

$$
rg'=(2-3s)+(7s^2-6s-4)-(2-3s)^2=-2s^2+3s-6 .
$$

Since $\gamma\propto g$, and a logarithmic derivative in $V$ is one third of that in $r$,

$$
q=\frac13\,\frac{rg'}{g}=\frac{2s^2-3s+6}{3(3s-2)} .
$$

For $s=5$ these formulas give $\gamma=13/6=2.167$ and $q=41/39=1.051$. Hence

$$
S=1-19.50-6.31=-24.81 .
$$

The direct road diagonalizes the dynamical matrices on a mesh of wavevectors, obtains $\gamma$ from finite differences of $\Theta$, and inserts both into Slack's formula. Its slope at the minimum is also $-24.81$. Since the mean of the eigenvalues is the trace used above, this agreement confirms the algebra; it does not test Slack's formula itself. About a quarter of the sensitivity comes from the change of $\gamma$ itself; holding $\gamma$ fixed would leave $1-19.50=-18.50$.

### The finite error of one percent

When $a$ is increased by 1 percent, lattice dynamics gives a fall of $\Theta$ from 515.7 to 482.9 K and a rise of $\gamma$ from 2.1667 to 2.2383. The three factors of Slack's formula change as follows:

$$
\frac{\kappa(1.01a)}{\kappa(a)}
=\left(\frac{482.9}{515.7}\right)^3\left(\frac{2.1667}{2.2383}\right)^2(1.01)
=0.821\times0.937\times1.01=0.777 .
$$

Slack's estimate of the conductivity falls by 22.3 %. The power law gives 21.9 %, and the linear estimate $S\varepsilon$ gives 24.8 %. For $a$ too small by 1 percent, the direct increase is 27.7 %, against 28.3 % from the power law and 24.8 % from the linear estimate.

These figures place the energy minimum at the correct lattice constant. A method that relaxes the crystal to a lattice constant that is too large has its minimum there instead, and the correct crystal is the compressed one. If the relaxed lattice constant is 1 percent too large, the correct one is smaller by a factor $1/1.01$, a compression of 0.99 percent. The ratio is then close to the inverse of the increase just found, $1/1.277=0.783$, a loss of between 21 and 22 %.

In both directions the direct value of $\kappa$ lies slightly below the power law. The reason is that $S$ itself varies. The relation $S=1-9\gamma-6q$ holds at each lattice constant, so

$$
\frac{dS}{d\ln a}=-27\gamma q-6\,\frac{dq}{d\ln a}.
$$

The first term is $-27(2.167)(1.051)\approx-61$. It adds $\tfrac12(-61)(0.01)^2\approx-0.003$ to $\ln\kappa$ for either sign of the error. The actual difference from the power law at $+1$ percent is about $-0.0054$, so the variation of $q$ supplies most of the rest. A remainder of second order should grow fourfold when the error doubles; from 0.005 to 0.01 in $\ln a$ it grows by a factor of 4.08.

The estimate can also be read backwards. To keep the error of $\kappa$ from this source near 10 percent, the lattice constant must be right to about

$$
|\varepsilon|\approx\frac{0.10}{|S|}=\frac{0.10}{24.8}\approx0.4\,\% .
$$

### Two choices inside Slack's formula

**The prefactor.** A variant of the formula lets $A$ depend on $\gamma$ through a fitted form, whose constants are taken as given here:

$$
A\propto\frac1B,\qquad B=1-\frac{0.514}{\gamma}+\frac{0.228}{\gamma^2}.
$$

Then

$$
\frac{d\ln A}{d\ln\gamma}=-\frac{\gamma}{B}\frac{dB}{d\gamma}
=-\frac1B\left(\frac{0.514}{\gamma}-\frac{0.456}{\gamma^2}\right)=-0.173
$$

for the model crystal. By the chain rule, $S$ gains $3q(-0.173)=-0.54$ and becomes $-25.35$. The loss at $+1$ percent is then 22.7 % instead of 22.3 %, a minor change.

**The Debye temperature.** A larger difference appears if $\Theta$ is taken from the speeds of sound. That definition averages $v^{-3}$ over directions and branches:

$$
\Theta_{\rm el}\propto\delta^{-1}\langle v^{-3}\rangle^{-1/3}.
$$

Differentiating its logarithm shows that $\gamma_{\rm el}$ is the mean of the Grüneisen parameters of the separate sound waves, with weights $v^{-3}$. Slow waves count most. The second-moment definition instead weights each mode by $\omega^2$, so fast modes count most.

The slow transverse wave along $[110]$, polarized along $[1\bar10]$, shows what this does. For long waves $1-\cos x\approx x^2/2$, so $\omega^2$ is proportional to $k^2r^2\sum_{\mathbf b}(\hat{\mathbf k}\cdot\mathbf b)^2\,\mathbf e^TK\mathbf e$, with $\mathbf e$ the polarization.

- The two bonds along $\pm[110]$ have $(\hat{\mathbf k}\cdot\mathbf b)^2=1$ and $\mathbf e\cdot\mathbf b=0$.
- The two along $\pm[1\bar10]$ have $\hat{\mathbf k}\cdot\mathbf b=0$ and do not contribute.
- The other eight have $(\hat{\mathbf k}\cdot\mathbf b)^2=(\mathbf e\cdot\mathbf b)^2=\tfrac14$.

The coefficient of $\varphi''$ is therefore $8/16=\tfrac12$. That of $\varphi'/r$ is $2+8\cdot\tfrac14\cdot\tfrac34=\tfrac72$. For a wave that keeps its number of wavelengths across the crystal, $kr$ is constant under strain, and

$$
\omega^2\propto\varphi''+\frac{7\varphi'}{r},
\qquad
\gamma_{\rm slow}=-\frac16(-3s+7)=\frac{3s-7}{6}=1.333 .
$$

Expansion puts the bonds under tension, $\varphi'>0$, which stiffens them against sideways motion. This wave depends more on that stiffness than the average mode does, so it softens less. The elastic average is accordingly lower than the second-moment value: $\gamma_{\rm el}=1.760$, with $q_{\rm el}=0.927$. Then

$$
S_{\rm el}=1-9(1.760)-6(0.927)=-20.4,
$$

and the loss at $+1$ percent is 18.7 %. These two definitions of $\Theta$ thus give about 19 and about 22 percent for this crystal; they are two choices, not bounds on what other definitions can give. Further digits have no meaning for an estimate of this kind.

### When the lattice-constant error is not enough

The derivation strained one energy surface. Two electronic-structure methods have two surfaces. Suppose each is evaluated at its own minimum. The difference of their lattice constants does not then determine the difference of their conductivities.

The Morse crystal provides a counterexample. Let a second method give the same $D$ and $\alpha$ but a bond length $r_0$ that is 1 percent larger, and let its crystal relax to its own minimum. There $\varphi'=0$ and $\varphi''=2D\alpha^2$ as before, so $\Theta$ does not change at all. The Grüneisen parameter is $\gamma=s/2-1/3$ with $s\propto r_0$, which gives

$$
\frac{d\ln\gamma}{d\ln r_0}=\frac{s/2}{s/2-1/3}=\frac{2.5}{2.167}=1.154,
\qquad
S_{\rm shift}=1-2(1.154)=-1.31 .
$$

The same 1 percent in $a$ now lowers $\kappa$ by 1.3 %, not 22 %. In the first case the bonds are stretched away from their minimum. In the second, the minimum has moved with them.

This answers the third question. Within Slack's formula, the exponent $S=1-9\gamma-6q$ applies when the wrong lattice constant acts as a strain: the method's forces would be adequate at the correct volume, but they are evaluated at the wrong one. Whether a given method behaves in this way has to be examined. A direct way is to compute both $\Theta$ and $\gamma$ with that method at two lattice constants, its own and a trusted one. Each $\gamma$ is a derivative, so it also needs phonons at neighbouring volumes; a single mean $\gamma$ would miss the contribution of $q$. The difference in $\kappa$ is the effect of volume. An error in the force constants at the trusted volume remains and has to be judged separately.

### What the estimate costs

Phonon calculations at three lattice constants determine $\Theta$, $\gamma$ and, in principle, $q$. From the values 549.9 K at $-1$ percent and 482.9 K at $+1$ percent,

$$
\gamma\approx\frac{\ln(549.9/482.9)}{3\ln(1.01/0.99)}=\frac{0.1299}{0.0600}=2.17 .
$$

The parameter $q$ is harder to obtain, because it enters through the curvature:

$$
\frac{d^2\ln\Theta}{d(\ln a)^2}=-3\,\frac{d\gamma}{d\ln a}=-9\gamma q\approx-20 .
$$

For equal steps of 0.01 in $\ln a$, the second difference of $\ln\Theta$ is therefore only about $-20\times10^{-4}=-0.002$. For equal steps in $a$ itself, as in the values above, the slope of $\ln\Theta$ adds about $3\gamma\times10^{-4}$, which makes the second difference about $-0.0014$. This contribution has to be removed before $q$ is read off, or the fit made in $\ln a$. The numerical errors of $\Theta$ must be well below 0.2 percent before such a fit says anything about $q$. If they are not, one can assume $q\approx1$ and state the assumption. An uncertainty of $\pm0.5$ in $q$ changes $S$ by $\mp3$, and the power-law estimate for the model crystal by about 2 percentage points when $a$ is 1 percent too large and about 4 when it is 1 percent too small.

All these figures describe the sensitivity within Slack's formula. The formula's own error, relative to a calculation of phonon lifetimes mode by mode, is not included. Nor is it shown that such a calculation has the same sensitivity to $a$: it weights the modes by the heat they carry, the modes soften at different rates, and its exponent can differ appreciably from $S$. The computed values are collected in the numerical output below.

## Computed results

```
bond length at minimum: 5.00 bohr
lattice constant a: 7.0711 bohr
Morse alpha: 1.00 1/bohr; s = alpha*r0: 5.00
bond depth: 0.010 hartree
atomic mass: 50000 electron masses
Debye integral factor (p = 1): 0.01300
Theta, second moment: 0.001633 hartree
Theta, second moment: 515.7 K
a +1 %: Theta 482.9 K, gamma 2.2383
a -1 %: Theta 549.9 K, gamma 2.1013
gamma, closed form: 2.1667; lattice dynamics: 2.1667
q, closed form: 1.0513; lattice dynamics: 1.0513
part of S from delta: +1
part of S from Theta^3: -19.500
part of S from 1/gamma^2: -6.308
S, closed form: -24.808; direct slope: -24.808
a +1 %: kappa change direct -22.30 %, power law -21.87 %, linear -24.81 %
a -1 %: kappa change direct +27.66 %, power law +28.32 %, linear +24.81 %
remainder ratio, error 0.01 to 0.005: 4.084
error of a for 10 % in kappa (linear): 0.403 %
dlnA/dln(gamma), fitted prefactor: -0.1727
S with fitted prefactor: -25.352
a +1 %, fitted prefactor: kappa change -22.73 %
Theta, elastic: 592.2 K
gamma of slow [110] wave: 1.3333
elastic gamma: 1.7598; elastic q: 0.9271
S with elastic Theta: -20.401
a +1 %, elastic Theta: kappa change -18.69 %
shifted bond length: Theta ratio 1.000000
shifted bond length: S -1.308, direct -1.308
shifted bond length +1 %: kappa change -1.29 %
estimate gamma 1.0, q 1: S -14.0, a +1 % -13.0 %, a -1 % +15.1 %
estimate gamma 1.5, q 1: S -18.5, a +1 % -16.8 %, a -1 % +20.4 %
estimate gamma 2.0, q 1: S -23.0, a +1 % -20.5 %, a -1 % +26.0 %
estimate gamma 2.5, q 1: S -27.5, a +1 % -23.9 %, a -1 % +31.8 %
```
